# Lennard-Jones diffusion collision integral with orbiting trajectories and the hard-sphere limit: a numerical check

```python
# Result under test: the reduced diffusion collision integral
#   Omega = 1/(2 T^3) * integral E^2 exp(-E/T) Q(E) dE,
#   Q(E)  = integral (1 - cos chi) d(b^2),
# for the pair potential phi = 4 (r^-2n - r^-n); n = 6 is Lennard-Jones.
# Reduced units: r, b in sigma; E, phi in epsilon; T = k*temperature/epsilon;
# Q in pi*sigma^2. chi is the classical deflection angle, b the impact
# parameter, r_min the closest approach. Hard spheres have Omega = 1.
# Orbiting (chi -> -infinity) is resolved by a logarithmic variable u.
import numpy as np
from scipy import constants, integrate, optimize, special

PI = np.pi


def panel_rule(edges, points):
    z, w = np.polynomial.legendre.leggauss(points)
    nodes, weights = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        nodes.append(0.5 * (hi + lo) + 0.5 * (hi - lo) * z)
        weights.append(0.5 * (hi - lo) * w)
    return np.concatenate(nodes), np.concatenate(weights)


def end_clustered_rule(step):
    # double-exponential rule on (0,1); nodes are distances from one end
    tau = np.arange(-3.6, 3.6 + step / 2, step)
    e = np.exp(PI * np.sinh(tau))
    distance = 1 / (1 + e)
    weight = step * PI * np.cosh(tau) * distance / (1 + 1 / e)
    return distance, weight


def impact_squared(r, E, n):
    x = r ** (-float(n))
    return r * r * (1 - 4 * (x * x - x) / E)


def deflection(r_min, E, n=6, r_split=None, step=0.07):
    """b^2 and chi for closest approaches r_min; r_split marks the barrier."""
    r = np.asarray(r_min, float)[:, None]
    y_max = 1 / r
    x = r ** (-float(n))
    b2 = impact_squared(r, E, n)
    distance, weight = end_clustered_rule(step)
    if r_split is None:
        pieces = [(y_max, 0 * y_max)]
    else:
        y_split = 0 * y_max + 1 / r_split
        pieces = [(y_max - y_split, 0 * y_max), (y_split, y_max - y_split)]
    total = 0 * y_max
    for length, offset in pieces:
        gap = offset + length * distance            # y_max - y, no cancellation
        c = np.minimum(gap * (2 * y_max - gap) / y_max**2, 1.0)
        with np.errstate(divide="ignore"):
            log_ratio = np.log1p(-c)
        F = b2 * y_max**2 * c + (4 / E) * (
            -x * x * np.expm1(n * log_ratio) + x * np.expm1(n / 2 * log_ratio))
        total = total + length * np.sum(weight / np.sqrt(F), axis=1, keepdims=True)
    return b2[:, 0], (PI - 2 * np.sqrt(b2) * total)[:, 0]


def critical_energy(n):
    return (n / 2 - 1) ** 2 / (n - 1)


def limits(E, n=6):
    """head-on r_min, upper end of inner branch, lower end of outer branch"""
    half = n / 2 - 1
    r_head = ((1 + np.sqrt(1 + E)) / 2) ** (-1 / n)
    disc = half**2 - (n - 1) * E
    if disc <= 0:
        r_c = (half / (2 * (n - 1))) ** (-1 / n)
        return r_head, r_c, r_c
    root = np.sqrt(disc)
    r_orbit = (E / 2 / (half + root)) ** (-1 / n)
    r_well = ((half + root) / (2 * (n - 1))) ** (-1 / n)
    target = impact_squared(r_orbit, E, n)
    r_inner = optimize.brentq(lambda r: impact_squared(r, E, n) - target,
                              r_head, r_well, xtol=1e-15, rtol=1e-15)
    return r_head, r_inner, r_orbit


def cross_section(E, n=6, points=24, step=0.07):
    r_head, r_inner, r_outer = limits(E, n)
    u, wu = panel_rule([0, 1, 3, 7, 16], points)
    v, wv = panel_rule([-3, -1, 1, 4, 8, 16], points)
    span = r_inner - r_head
    branches = [(r_inner - span * np.exp(-u), wu * span * np.exp(-u), r_outer),
                (r_outer * (1 + np.exp(-v)), wv * r_outer * np.exp(-v), None)]
    Q = 0.0
    for r, dr, split in branches:
        chi = deflection(r, E, n, split, step)[1]
        x = r ** (-float(n))
        W = 4 * ((1 - n) * x * x + (n / 2 - 1) * x)
        Q += np.sum(2 * np.sin(chi / 2) ** 2 * 2 * r * (1 - W / E) * dr)
    return Q


def energy_rule(n, low, high, points=10, width=0.8):
    anchor = np.log(critical_energy(n))
    k0 = int(np.floor((np.log(low) - anchor) / width))
    k1 = int(np.ceil((np.log(high) - anchor) / width))
    v, w = panel_rule(anchor + width * np.arange(k0, k1 + 1), points)
    return np.exp(v), w                             # weights are for d(ln E)


def thermal(T, E, w, Q):
    return np.sum(w * E**3 * np.exp(-E / T) * Q) / (2 * T**3)


def newton_angle(b, E):
    """signed total turning of the velocity from Newton's equations, mass 1"""
    speed, start = np.sqrt(2 * E), 60.0

    def rhs(t, s):
        px, py, vx, vy, turn = s
        r2 = px * px + py * py
        f = 24 * (2 * r2**-7 - r2**-4)
        ax, ay = f * px, f * py
        return [vx, vy, ax, ay, (vx * ay - vy * ax) / (vx * vx + vy * vy)]
    sol = integrate.solve_ivp(rhs, (0, 2.2 * start / speed),
                              [-start, b, speed, 0, 0], method="DOP853",
                              rtol=1e-11, atol=1e-12)
    return sol.y[4, -1]


def direct_sum(c12, c6, count, b_max=6.0, angles=400):
    """Q by equal steps in b; phi/E = c12 r^-12 - c6 r^-6, polynomial roots"""
    h = b_max / count
    b = (np.arange(count) + 0.5) * h
    y_max = np.empty(count)
    for i, bi in enumerate(b):
        z = np.roots([-c12, 0, 0, c6, 0, -bi * bi, 1])
        y_max[i] = np.sqrt(z[(abs(z.imag) < 1e-9) & (z.real > 0)].real.min())
    theta = (np.arange(angles) + 0.5) * PI / 2 / angles
    y = y_max[:, None] * np.sin(theta)
    F = np.abs(1 - (b[:, None] * y) ** 2 - c12 * y**12 + c6 * y**6)
    chi = PI - 2 * b * y_max * np.sum(np.cos(theta) / np.sqrt(F), axis=1) * PI / 2 / angles
    return np.sum((1 - np.cos(chi)) * 2 * b * h)


# --- deflection angles against Newtonian trajectories
print("critical energy for orbiting = %.4f epsilon" % critical_energy(6))
for E, branch, u in [(2.0, "inner", 0.5), (0.5, "inner", 0.5), (0.5, "inner", 6.0),
                     (0.5, "outer", 0.0), (0.5, "outer", 4.0)]:
    r_head, r_inner, r_outer = limits(E)
    if branch == "inner":
        r, split = r_inner - (r_inner - r_head) * np.exp(-u), r_outer
    else:
        r, split = r_outer * (1 + np.exp(-u)), None
    b2, chi = deflection(np.array([r]), E, 6, split)
    reference = newton_angle(np.sqrt(b2[0]), E)
    assert abs(chi[0] - reference) < 1e-5, (E, branch, u, chi[0], reference)
    print("E=%.1f eps, b=%.5f sigma (%s): chi=%.5f rad, Newton %.5f rad"
          % (E, np.sqrt(b2[0]), branch, chi[0], reference))

# --- orbit: barrier top found numerically, and logarithmic slope of chi
E = 0.5
r_head, r_inner, r_orbit = limits(E)
x_o = r_orbit**-6
b_orbit = r_orbit * np.sqrt(3 * (1 - 2 * x_o) / (2 - 5 * x_o))
r_grid = np.linspace(1.35, 4, 200001)
barrier = np.max(4 * (r_grid**-12 - r_grid**-6) + E * b_orbit**2 / r_grid**2)
assert abs(barrier - E) < 1e-8
slope = np.sqrt((1 - 2 * x_o) / (1 - 5 * x_o))
uu = np.array([12.0, 14.0])
chi_in = deflection(r_inner - (r_inner - r_head) * np.exp(-uu), E, 6, r_orbit)[1]
chi_out = deflection(r_orbit * (1 + np.exp(-uu)), E)[1]
slope_in, slope_out = -np.diff(chi_in)[0] / 2, -np.diff(chi_out)[0] / 2
assert abs(slope_in - slope) < 1e-3 and abs(slope_out - slope) < 1e-3
print("E=0.5 eps: r_i=%.5f, r_o=%.5f, b_o=%.5f sigma" % (r_inner, r_orbit, b_orbit))
print("slope K=%.5f rad per unit u; measured inside %.5f, outside %.5f"
      % (slope, slope_in, slope_out))

# --- cross-sections against equal steps in impact parameter
for E, tol in [(2.0, 1e-4), (0.4, 1e-2)]:           # equal steps blur the orbit
    Q = cross_section(E)
    fine, coarse = direct_sum(4 / E, 4 / E, 3000), direct_sum(4 / E, 4 / E, 60)
    assert abs(fine / Q - 1) < tol, (E, Q, fine)
    print("Q(E=%.1f eps)=%.6f; equal b steps: 3000 -> %.6f, 60 -> %.6f"
          % (E, Q, fine, coarse))

# --- thermal average, with refinement of every grid
energy, w_energy = energy_rule(6, 1e-3, 5000)
Q_table = np.array([cross_section(E) for E in energy])
energy2, w_energy2 = energy_rule(6, 1e-3, 5000, points=14)
Q_table2 = np.array([cross_section(E, points=34, step=0.05) for E in energy2])
power_check = thermal(1.6, energy, w_energy, energy ** (-1 / 6))
assert abs(power_check / (special.gamma(17 / 6) / 2 * 1.6 ** (-1 / 6)) - 1) < 1e-6
worst = 0.0
for T in [0.5, 1.0, 1.6, 2.0, 5.0, 10.0, 100.0]:
    value = thermal(T, energy, w_energy, Q_table)
    worst = max(worst, abs(value / thermal(T, energy2, w_energy2, Q_table2) - 1))
    print("T*=%.1f: Omega*=%.5f" % (T, value))
assert worst < 1e-4
print("largest relative change on refining all grids = %.1e" % worst)

# --- high-energy limit: soft r^-12 wall, not a hard sphere
Q12 = direct_sum(1.0, 0.0, 3000)
deviation = [cross_section(E) / (Q12 * (4 / E) ** (1 / 6)) - 1 for E in (1e4, 1e6)]
assert abs(deviation[1]) < 0.01 and 5 < deviation[0] / deviation[1] < 20
soft = special.gamma(17 / 6) / 2 * Q12 * (4 / 100) ** (1 / 6)
print("Q12 = %.5f; relative deviation of Q at E=1e4: %.2e, at 1e6: %.2e"
      % (Q12, deviation[0], deviation[1]))
print("soft-wall limit formula at T*=100: Omega*=%.5f" % soft)

# --- hard-sphere limit by stiffening at fixed T* = 1, well and orbits included
excess = []
for n in [48, 192, 768, 3072]:
    en, wn = energy_rule(n, 0.005, 45)
    excess.append(thermal(1.0, en, wn, np.array([cross_section(e, n) for e in en])) - 1)
    print("stiff family n=%d, T*=1: Omega*=%.6f, orbiting below E=%.2f eps"
          % (n, 1 + excess[-1], critical_energy(n)))
assert all(abs(b) < abs(a) for a, b in zip(excess[:-1], excess[1:]))
assert abs(excess[-1]) < 0.005 and 3 < excess[-2] / excess[-1] < 5

# --- worked example: round model parameters, heavy precursor in light carrier
sigma, eps_over_k, temperature, torr = 0.50e-9, 250.0, 400.0, 10.0
m_precursor, m_carrier = 250 * constants.atomic_mass, 28 * constants.atomic_mass
mu = m_precursor * m_carrier / (m_precursor + m_carrier)
kT = constants.k * temperature
density = torr * constants.torr / kT
T = temperature / eps_over_k
omega = thermal(T, energy, w_energy, Q_table)

# friction of two drifting Maxwellians, speeds in sqrt(2kT/mu), drift not linearized
g, drift = np.sqrt(energy / T), 0.01
cosine, w_cos = np.polynomial.legendre.leggauss(20)
angular = np.sum(w_cos * cosine * np.exp(-(g[:, None] ** 2
                 - 2 * drift * g[:, None] * cosine + drift**2)), axis=1)
force = 2 / np.sqrt(PI) * np.sum(w_energy * g / 2 * g**4 * Q_table * angular)
linear = 8 / (3 * np.sqrt(PI)) * omega * drift
assert abs(force / linear - 1) < 1e-3
print("friction: drifting Maxwellians %.6f, from Omega* %.6f (reduced)" % (force, linear))


def diffusion(size, well):
    om = thermal(temperature / well, energy, w_energy, Q_table)
    return 3 / 16 * np.sqrt(2 * PI * kT / mu) / (density * PI * size**2 * om)


D = diffusion(sigma, eps_over_k)
low = energy < critical_energy(6)
share = thermal(T, energy[low], w_energy[low], Q_table[low]) / omega
print("inputs: sigma=%.2f nm, eps/k=%.0f K, T=%.0f K, p=%.0f Torr"
      % (sigma * 1e9, eps_over_k, temperature, torr))
print("masses %.0f and %.0f g/mol, reduced mass %.4e kg"
      % (m_precursor / constants.atomic_mass, m_carrier / constants.atomic_mass, mu))
print("number density = %.4e m^-3; T* = %.2f" % (density, T))
print("Omega* = %.5f; share from orbiting energies = %.2f %%" % (omega, 100 * share))
print("D = %.4e m^2/s = %.3f cm^2/s" % (D, D * 1e4))
print("D with Omega* set to 1 = %.3f cm^2/s" % (D * omega * 1e4))

# --- size of effects left out or uncertain
print("sigma +5 %%: D changes by %.1f %%" % (100 * (diffusion(1.05 * sigma, eps_over_k) / D - 1)))
print("epsilon +20 %%: D changes by %.1f %%" % (100 * (diffusion(sigma, 1.2 * eps_over_k) / D - 1)))
wavelength = constants.h / np.sqrt(2 * PI * mu * kT)
print("thermal wavelength / sigma = %.4f" % (wavelength / sigma))
mean_g_over_Q = 4 / np.sqrt(PI) * np.sum(w_energy * g / 2 * g**3 * np.exp(-g * g) / Q_table)
light_ratio = (mean_g_over_Q / 3) / (3 * np.sqrt(PI) / 16 / omega)
print("light tracer in heavy gas: full D / first approximation = %.4f" % light_ratio)
free_path = 1 / (density * PI * sigma**2 * omega * np.sqrt(1 + m_precursor / m_carrier))
print("precursor mean free path = %.3f um" % (free_path * 1e6))
print("Knudsen number: 1 cm channel %.2e, 100 nm feature %.1f"
      % (free_path / 1e-2, free_path / 100e-9))
print("tests ok")
```

Printed output:

```
critical energy for orbiting = 0.8000 epsilon
E=2.0 eps, b=1.32729 sigma (inner): chi=-0.54582 rad, Newton -0.54582 rad
E=0.5 eps, b=1.51730 sigma (inner): chi=-0.28590 rad, Newton -0.28590 rad
E=0.5 eps, b=1.91944 sigma (inner): chi=-8.37577 rad, Newton -8.37577 rad
E=0.5 eps, b=3.07761 sigma (outer): chi=-0.02866 rad, Newton -0.02866 rad
E=0.5 eps, b=1.92108 sigma (outer): chi=-3.20911 rad, Newton -3.20911 rad
E=0.5 eps: r_i=1.11029, r_o=1.53141, b_o=1.92015 sigma
slope K=1.17465 rad per unit u; measured inside 1.17467, outside 1.17465
Q(E=2.0 eps)=1.465933; equal b steps: 3000 -> 1.465933, 60 -> 1.470268
Q(E=0.4 eps)=3.349267; equal b steps: 3000 -> 3.348788, 60 -> 3.416665
T*=0.5: Omega*=2.06627
T*=1.0: Omega*=1.43980
T*=1.6: Omega*=1.16797
T*=2.0: Omega*=1.07540
T*=5.0: Omega*=0.84281
T*=10.0: Omega*=0.74223
T*=100.0: Omega*=0.51677
largest relative change on refining all grids = 2.4e-06
Q12 = 1.04615; relative deviation of Q at E=1e4: -3.23e-03, at 1e6: -3.27e-04
soft-wall limit formula at T*=100: Omega*=0.52753
stiff family n=48, T*=1: Omega*=1.038802, orbiting below E=11.26 eps
stiff family n=192, T*=1: Omega*=1.008787, orbiting below E=47.25 eps
stiff family n=768, T*=1: Omega*=1.002229, orbiting below E=191.25 eps
stiff family n=3072, T*=1: Omega*=1.000565, orbiting below E=767.25 eps
friction: drifting Maxwellians 0.017572, from Omega* 0.017572 (reduced)
inputs: sigma=0.50 nm, eps/k=250 K, T=400 K, p=10 Torr
masses 250 and 28 g/mol, reduced mass 4.1812e-26 kg
number density = 2.4141e+23 m^-3; T* = 1.60
Omega* = 1.16797; share from orbiting energies = 3.69 %
D = 7.7131e-04 m^2/s = 7.713 cm^2/s
D with Omega* set to 1 = 9.009 cm^2/s
sigma +5 %: D changes by -9.3 %
epsilon +20 %: D changes by -7.3 %
thermal wavelength / sigma = 0.0348
light tracer in heavy gas: full D / first approximation = 1.0065
precursor mean free path = 1.433 um
Knudsen number: 1 cm channel 1.43e-04, 100 nm feature 14.3
tests ok
```
